# A converged aufbau SCF solution need not be an energy minimum: verification in Python

```python
"""
Result under test: an SCF solution with zero commutator and aufbau occupation
can be a saddle point of the unrestricted Hartree-Fock (UHF) energy.
Example: H2 at 4 bohr, one alpha and one beta electron, real orbitals.

Symbols: P = pair of spin density matrices, F = pair of Fock matrices,
S = overlap matrix, g/u = bonding/antibonding orbital of minimal-basis H2,
J = (gg|uu), K = (gu|gu), gap = orbital energy of u minus that of g,
theta = angle mixing u into g (alpha: +theta, beta: -theta),
kappa = rotation parameters from the occupied orbital to the virtual ones.
A "system" is the tuple (core Hamiltonian, two-electron integrals, nuclear
repulsion). Energies are in hartree and distances in bohr.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm
from scipy.optimize import brentq
from pyscf import gto, scf

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
R_LONG, R_SHORT = 4.0, 1.4
START_ANGLE = 0.05
DISPLACEMENT = 0.1


def fock(system, P):
    h, eri, _ = system
    coulomb = np.einsum("pqrs,rs->pq", eri, P[0] + P[1])
    return np.array([h + coulomb - np.einsum("prsq,rs->pq", eri, p)
                     for p in P])


def energy(system, P):
    h, _, repulsion = system
    return 0.5 * np.sum((fock(system, P) + h) * P) + repulsion


def density(orbitals):
    return np.array([np.outer(C[:, 0], C[:, 0]) for C in orbitals])


def molecule(distance, basis):
    mol = gto.M(atom=f"H 0 0 0; H 0 0 {distance}", unit="Bohr",
                basis=basis, verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    system = (h, mol.intor("int2e"), mol.energy_nuc())
    return mol, system, mol.intor("int1e_ovlp")


# ---------------- minimal basis: two orbitals, two angles ----------------
def minimal_system(distance):
    _, (h, eri, repulsion), S = molecule(distance, "sto-3g")
    s = S[0, 1]
    C = np.array([[1 / np.sqrt(2 + 2 * s), 1 / np.sqrt(2 - 2 * s)],
                  [1 / np.sqrt(2 + 2 * s), -1 / np.sqrt(2 - 2 * s)]])
    eri_mo = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, C, C, C, C,
                       optimize=True)
    return C.T @ h @ C, eri_mo, repulsion


def angle_density(angle_alpha, angle_beta):
    vectors = [np.array([np.cos(t), np.sin(t)])
               for t in (angle_alpha, angle_beta)]
    return np.array([np.outer(v, v) for v in vectors])


def parameters(system):
    h, eri, _ = system
    Jgg, Juu = eri[0, 0, 0, 0], eri[1, 1, 1, 1]
    J, K = eri[0, 0, 1, 1], eri[0, 1, 0, 1]
    gap = h[1, 1] - h[0, 0] + 2 * J - K - Jgg
    return Jgg, Juu, J, K, gap


def iterate(system, angle, use_diis, max_steps=300):
    """Plain Roothaan iteration, or DIIS with two stored vectors."""
    P = angle_density(angle, -angle)
    angles, previous = [angle], None
    for _ in range(max_steps):
        F = fock(system, P)
        error = F @ P - P @ F
        if np.linalg.norm(error) < 1e-10:
            return angles, energy(system, P), True
        F_used = F
        if use_diis and previous is not None:
            F_old, error_old = previous
            change = error_old - error
            weight = -np.sum(error * change) / np.sum(change * change)
            F_used = F + weight * (F_old - F)
        previous = (F, error)
        lowest = [np.linalg.eigh(f)[1][:, 0] for f in F_used]
        P = np.array([np.outer(v, v) for v in lowest])
        angles.append(np.arctan(lowest[0][1] / lowest[0][0]))
    return angles, energy(system, P), False


small = minimal_system(R_LONG)
Jgg, Juu, J, K, gap = parameters(small)
E0 = energy(small, angle_density(0, 0))
F0 = fock(small, angle_density(0, 0))[0]
assert abs(F0[0, 1]) < 1e-10
assert abs(F0[1, 1] - F0[0, 0] - gap) < 1e-10 and gap > 0

# Curvatures from energy differences against the integral formulas.
d = 1e-3
curv_opposite = (energy(small, angle_density(d, -d)) - 2 * E0
                 + energy(small, angle_density(-d, d))) / d**2
curv_equal = (energy(small, angle_density(d, d)) - 2 * E0
              + energy(small, angle_density(-d, -d))) / d**2
assert abs(curv_opposite - 4 * (gap - J - K)) < 5e-5
assert abs(curv_equal - 4 * (gap - J + 3 * K)) < 5e-5
assert curv_opposite < 0 < curv_equal

# Closed-form minimum against a scan over both independent angles.
a = 2 * (gap - J - K)
b = Jgg + Juu - 2 * J + 4 * K
x_min = -a / (2 * b)
E_min_formula = E0 - a**2 / (4 * b)
theta_min = np.arcsin(np.sqrt(x_min))
scan = np.linspace(-np.pi / 2, np.pi / 2, 181)
pairs = np.array([np.outer(v, v).ravel()
                  for v in np.column_stack([np.cos(scan), np.sin(scan)])])
one_body = pairs @ small[0].ravel()
surface = (one_body[:, None] + one_body[None, :] + small[2]
           + pairs @ small[1].reshape(4, 4) @ pairs.T)
assert -1e-10 < surface.min() - E_min_formula < 1e-3

# Onset of the instability, checked by locating the lowest angle directly.
def instability(distance):
    _, _, j, k, g = parameters(minimal_system(distance))
    return g - j - k


R_onset = brentq(instability, R_SHORT, R_LONG, xtol=1e-10)
fine = np.linspace(0, np.pi / 2, 158)
best = []
for distance in (R_onset - 0.05, R_onset + 0.05):
    trial = minimal_system(distance)
    best.append(fine[np.argmin([energy(trial, angle_density(t, -t))
                                for t in fine])])
assert best[0] == 0 and best[1] > 0.02

# Growth factor of a small spin-breaking angle in one plain SCF step.
tiny = 1e-4
growth = iterate(small, tiny, False, 1)[0][1] / tiny
assert abs(growth - (J + K) / gap) < 1e-5 and growth > 1
short = minimal_system(R_SHORT)
_, _, j_s, k_s, gap_s = parameters(short)
growth_short = iterate(short, tiny, False, 1)[0][1] / tiny
assert abs(growth_short - (j_s + k_s) / gap_s) < 1e-5 and growth_short < 1

plain_angles, E_plain, plain_ok = iterate(small, START_ANGLE, False)
diis_angles, E_diis, diis_ok = iterate(small, START_ANGLE, True)
assert plain_ok and diis_ok
assert abs(E_plain - E_min_formula) < 1e-9
assert abs(E_diis - E0) < 1e-9 and abs(diis_angles[-1]) < 1e-8


# ---------------- larger basis: full orbital Hessian ----------------
def run_uhf(mol, start):
    """Standard DIIS run; also records the spin density at each update."""
    spin_norms = []
    mf = scf.UHF(mol)
    mf.verbose, mf.max_cycle = 0, 100
    mf.conv_tol, mf.conv_tol_grad = 1e-12, 1e-7
    mf.callback = lambda env: spin_norms.append(
        np.linalg.norm(env["dm"][0] - env["dm"][1]))
    mf.kernel(dm0=start)
    assert mf.converged
    return mf, spin_norms


def symmetric_start(mol):
    total = np.asarray(scf.RHF(mol).get_init_guess(key="minao"))
    return np.array([total / 2, total / 2])


def rotate(orbitals, kappa):
    rotated = []
    for C, k in zip(orbitals, np.asarray(kappa).reshape(2, -1)):
        X = np.zeros((len(k) + 1, len(k) + 1))
        X[1:, 0], X[0, 1:] = k, -k
        rotated.append(C @ expm(X))
    return rotated


def orbital_hessian(system, orbitals):
    eri = system[1]
    F = fock(system, density(orbitals))
    occ = [C[:, 0] for C in orbitals]
    vir = [C[:, 1:] for C in orbitals]
    n = vir[0].shape[1]
    H = np.zeros((2, n, 2, n))
    for s in range(2):
        half = np.einsum("pqrs,pa,q->ars", eri, vir[s], occ[s],
                         optimize=True)
        for t in range(2):
            aibi = np.einsum("ars,rb,s->ab", half, vir[t], occ[t],
                             optimize=True)
            H[s, :, t, :] = 4 * aibi
            if s == t:
                abii = np.einsum("pqrs,pa,qb,r,s->ab", eri, vir[s],
                                 vir[s], occ[s], occ[s], optimize=True)
                gaps = (vir[s].T @ F[s] @ vir[s]
                        - np.eye(n) * (occ[s] @ F[s] @ occ[s]))
                H[s, :, t, :] += 2 * gaps - 2 * aibi - 2 * abii
    return H.reshape(2 * n, 2 * n)


def numerical_hessian(system, orbitals, step=1e-3):
    n = 2 * (orbitals[0].shape[1] - 1)
    unit = step * np.eye(n)

    def value(k):
        return energy(system, density(rotate(orbitals, k)))

    H = np.zeros((n, n))
    for i in range(n):
        for j in range(i + 1):
            H[i, j] = H[j, i] = (
                value(unit[i] + unit[j]) - value(unit[i] - unit[j])
                - value(unit[j] - unit[i]) + value(-unit[i] - unit[j])
            ) / (4 * step**2)
    return H


def descend(system, orbitals):
    """Gap-scaled gradient descent with step halving."""
    E = energy(system, density(orbitals))
    for step_number in range(1000):
        F = fock(system, density(orbitals))
        canonical, gradient, scaled = [], [], []
        for C, f in zip(orbitals, F):
            levels, U = np.linalg.eigh(C[:, 1:].T @ f @ C[:, 1:])
            virtual = C[:, 1:] @ U
            slope = virtual.T @ f @ C[:, 0]
            level_gap = levels - C[:, 0] @ f @ C[:, 0]
            canonical.append(np.column_stack([C[:, 0], virtual]))
            gradient.append(2 * slope)
            scaled.append(-slope / np.maximum(level_gap, 0.1))
        orbitals = canonical
        if np.linalg.norm(gradient) < 1e-6:
            return orbitals, E, step_number
        length = 1.0
        while length > 1e-5:
            trial = rotate(orbitals, length * np.array(scaled))
            E_trial = energy(system, density(trial))
            if E_trial < E + 1e-13:
                break
            length /= 2
        orbitals, E = trial, E_trial
    raise AssertionError("descent did not converge")


mol, system, S = molecule(R_LONG, "cc-pvdz")
n_ao = S.shape[0]
saddle, spin_norms = run_uhf(mol, symmetric_start(mol))
C_sad = [np.array(C) for C in saddle.mo_coeff]
P_sad = density(C_sad)
F_sad = fock(system, P_sad)
E_sad = energy(system, P_sad)
assert abs(E_sad - saddle.e_tot) < 1e-9
assert max(spin_norms) < 1e-8
commutator = np.linalg.norm(F_sad @ P_sad @ S - S @ P_sad @ F_sad)
assert commutator < 1e-6

# Aufbau: the lowest eigenvector of each Fock matrix rebuilds the density.
aufbau_gaps = []
for f, p in zip(F_sad, P_sad):
    levels, vectors = eigh(f, S)
    assert np.allclose(np.outer(vectors[:, 0], vectors[:, 0]), p, atol=1e-6)
    aufbau_gaps.append(levels[1] - levels[0])
assert min(aufbau_gaps) > 0.01

H_sad = orbital_hessian(system, C_sad)
hessian_error = np.abs(H_sad - numerical_hessian(system, C_sad)).max()
assert hessian_error < 5e-5
eig_sad, modes = np.linalg.eigh(H_sad)
assert eig_sad[0] < -1e-2 and eig_sad[-1] > 0

# The unstable mode moves the two spin densities in opposite directions.
mode = modes[:, 0]
shifts = []
for C, k in zip(C_sad, mode.reshape(2, -1)):
    moved = np.outer(C[:, 1:] @ k, C[:, 0])
    shifts.append(moved + moved.T)
assert np.linalg.norm(shifts[0] + shifts[1]) < 1e-5
assert np.linalg.norm(shifts[0]) > 0.1

# Leave the saddle along both signs of the unstable mode.
results = []
for sign in (1, -1):
    displaced = rotate(C_sad, sign * DISPLACEMENT * mode)
    first_drop = energy(system, density(displaced)) - E_sad
    C_end, E_end, steps = descend(system, displaced)
    P_end = density(C_end)
    spin_matrix = (P_end[0] - P_end[1]) @ S
    spin_atom = np.trace(spin_matrix[:n_ao // 2, :n_ao // 2])
    results.append((C_end, E_end, steps, spin_atom, first_drop))
C_min, E_min, n_steps, spin_plus, first_drop = results[0]
spin_minus = results[1][3]
predicted_drop = 0.5 * eig_sad[0] * DISPLACEMENT**2
assert abs(first_drop / predicted_drop - 1) < 0.05
assert abs(E_min - results[1][1]) < 1e-9
assert abs(spin_plus + spin_minus) < 1e-4 and abs(spin_plus) > 0.1
eig_min = np.linalg.eigvalsh(orbital_hessian(system, C_min))
assert E_min < E_sad - 1e-3 and eig_min[0] > 1e-3

# Separate SCF run from electrons localized on opposite atoms.
local = np.zeros((2, n_ao, n_ao))
local[0, 0, 0] = local[1, n_ao // 2, n_ao // 2] = 1
broken, _ = run_uhf(mol, local)
assert abs(broken.e_tot - E_min) < 1e-8
spin_square = 1 - (C_min[0][:, 0] @ S @ C_min[1][:, 0])**2
assert abs(spin_square - broken.spin_square()[0]) < 1e-4

# Frozen-Fock and response parts of the energy change.
P_min = density(C_min)
D = P_min - P_sad
frozen_part = np.sum(F_sad * D)
response_part = 0.5 * np.sum((fock(system, P_min) - F_sad) * D)
assert frozen_part > 0 > response_part
assert abs(frozen_part + response_part
           - (broken.e_tot - saddle.e_tot)) < 1e-8

# Control near the equilibrium distance: the symmetric solution is stable.
mol_s, system_s, _ = molecule(R_SHORT, "cc-pvdz")
control, _ = run_uhf(mol_s, symmetric_start(mol_s))
eig_control = np.linalg.eigvalsh(
    orbital_hessian(system_s, [np.array(C) for C in control.mo_coeff]))
assert eig_control[0] > 1e-3


def show(label, value, unit="", form=".6f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


print("H2, STO-3G")
show("distance", R_LONG, "bohr", ".1f")
show("h_gg", small[0][0, 0], "hartree")
show("h_uu", small[0][1, 1], "hartree")
show("nuclear repulsion", small[2], "hartree")
show("J_gg", Jgg, "hartree")
show("J_uu", Juu, "hartree")
show("J_gu", J, "hartree")
show("K_gu", K, "hartree")
show("orbital gap", gap, "hartree")
show("J_gu + K_gu", J + K, "hartree")
show("d2E/dtheta2, opposite angles", curv_opposite, "hartree/rad^2", ".4f")
show("d2E/dtheta2, equal angles", curv_equal, "hartree/rad^2", ".4f")
show("coefficient a", a, "hartree")
show("coefficient b", b, "hartree")
show("x at minimum", x_min)
show("theta at minimum", theta_min, "rad")
show("symmetric energy", E0, "hartree")
show("minimum energy", E_min_formula, "hartree")
show("onset distance", R_onset, "bohr", ".4f")
show("plain-step growth factor, 4.0 bohr", growth, "", ".4f")
show("plain-step growth factor, 1.4 bohr", growth_short, "", ".4f")
print("plain angles (rad):", *[f"{t:.4f}" for t in plain_angles[:7]])
print("DIIS angles (rad):", *[f"{t:.1e}" for t in diis_angles[:7]])
show("plain iteration final energy", E_plain, "hartree")
show("DIIS final energy", E_diis, "hartree")
print("H2, cc-pVDZ, 4.0 bohr")
show("basis functions", n_ao, "", "d")
show("DIIS density updates", len(spin_norms), "", "d")
show("largest spin-density norm in run", max(spin_norms), "", ".1e")
show("saddle energy", E_sad, "hartree", ".8f")
show("commutator norm", commutator, "hartree", ".1e")
show("aufbau gap", min(aufbau_gaps), "hartree")
show("Hessian dimension", len(eig_sad), "", "d")
show("negative eigenvalues at saddle", int(np.sum(eig_sad < 0)), "", "d")
show("lowest Hessian eigenvalue, saddle", eig_sad[0], "hartree/rad^2")
show("second Hessian eigenvalue, saddle", eig_sad[1], "hartree/rad^2")
show("largest Hessian check error", hessian_error, "hartree/rad^2", ".1e")
show("displacement along mode", DISPLACEMENT, "rad", ".2f")
show("predicted first energy change", predicted_drop, "hartree")
show("actual first energy change", first_drop, "hartree")
show("descent steps", n_steps, "", "d")
show("energy after descent", E_min, "hartree", ".8f")
show("energy from localized start", broken.e_tot, "hartree", ".8f")
show("lowest Hessian eigenvalue, minimum", eig_min[0], "hartree/rad^2")
show("energy change", E_min - E_sad, "hartree")
show("energy change", (E_min - E_sad) * HARTREE_EV, "eV", ".4f")
show("frozen-Fock part", frozen_part, "hartree")
show("response part", response_part, "hartree")
show("<S^2> after descent", spin_square, "", ".4f")
show("spin population atom 1, + sign", spin_plus, "electrons", ".4f")
show("spin population atom 1, - sign", spin_minus, "electrons", ".4f")
show("lowest Hessian eigenvalue, 1.4 bohr", eig_control[0],
     "hartree/rad^2")
print("checks complete")
```

Printed output:

```
H2, STO-3G
distance: 4.0 bohr
h_gg: -0.756849 hartree
h_uu: -0.667440 hartree
nuclear repulsion: 0.250000 hartree
J_gg: 0.502616 hartree
J_uu: 0.525855 hartree
J_gu: 0.512086 hartree
K_gu: 0.265128 hartree
orbital gap: 0.345837 hartree
J_gu + K_gu: 0.777214 hartree
d2E/dtheta2, opposite angles: -1.7255 hartree/rad^2
d2E/dtheta2, equal angles: 2.5165 hartree/rad^2
coefficient a: -0.862755 hartree
coefficient b: 1.064812 hartree
x at minimum: 0.405121
theta at minimum: 0.689940 rad
symmetric energy: -0.761082 hartree
minimum energy: -0.935842 hartree
onset distance: 2.1797 bohr
plain-step growth factor, 4.0 bohr: 2.2473
plain-step growth factor, 1.4 bohr: 0.6767
plain angles (rad): 0.0500 0.1107 0.2328 0.4144 0.5677 0.6443 0.6740
DIIS angles (rad): 5.0e-02 1.1e-01 -5.1e-03 3.4e-04 -4.7e-08 3.1e-14
plain iteration final energy: -0.935842 hartree
DIIS final energy: -0.761082 hartree
H2, cc-pVDZ, 4.0 bohr
basis functions: 10
DIIS density updates: 5
largest spin-density norm in run: 0.0e+00
saddle energy: -0.90678103 hartree
commutator norm: 1.0e-12 hartree
aufbau gap: 0.326701 hartree
Hessian dimension: 18
negative eigenvalues at saddle: 1
lowest Hessian eigenvalue, saddle: -0.500027 hartree/rad^2
second Hessian eigenvalue, saddle: 0.766757 hartree/rad^2
largest Hessian check error: 4.3e-06 hartree/rad^2
displacement along mode: 0.10 rad
predicted first energy change: -0.002500 hartree
actual first energy change: -0.002478 hartree
descent steps: 21
energy after descent: -1.00141460 hartree
energy from localized start: -1.00141460 hartree
lowest Hessian eigenvalue, minimum: 0.641520 hartree/rad^2
energy change: -0.094634 hartree
energy change: -2.5751 eV
frozen-Fock part: 0.264277 hartree
response part: -0.358911 hartree
<S^2> after descent: 0.9318
spin population atom 1, + sign: 0.9835 electrons
spin population atom 1, - sign: -0.9835 electrons
lowest Hessian eigenvalue, 1.4 bohr: 0.537645 hartree/rad^2
checks complete
```
